# The k·π Hamiltonian and the smallness of its k-linear spin-orbit term, part 1

(Sections cited here and not found follow in the second part.)

## I. From the Bloch equation to the operator π

### What is lost if p is kept

Suppose that the bands of a semiconductor are expanded about the zone centre with the usual coupling \(\mathbf k\cdot\mathbf p\), and that spin-orbit coupling is then added as a fixed matrix computed at \(\mathbf k=0\). The resulting Hamiltonian isn't the one that the Bloch equation gives. Its velocity operator lacks a spin-dependent part, so band slopes and effective masses disagree with the energies of the crystal from which the parameters were taken. In a model crystal with deliberately exaggerated spin-orbit coupling, treated below, the inverse mass of the lowest band comes out 2% too large.

In a real semiconductor the missing part is tiny. Dropping it needs a reason and an estimate. A plausible argument, that the crystal momentum is small beside the electron's momentum near a nucleus, gives an estimate about a hundred times too large in the model atom studied here. It also misses the fact that the term can vanish altogether between degenerate states. Both the operator and its size can be derived.

### The starting Hamiltonian

Hartree atomic units are used: \(\hbar=m=e=1\), and the speed of light is \(c=137.036\). Let \(V(\mathbf r)\) be the potential energy of the electron, local, independent of spin, and periodic with the lattice. Let \(\boldsymbol\sigma\) be the Pauli matrices and \(\mathbf p=-i\nabla\). With the abbreviation

\[
\kappa=\frac{1}{4c^2},
\tag{1}
\]

the Hamiltonian is

\[
H=\frac{p^2}{2}+V+\kappa\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\tag{2}
\]

The last term is the spin-orbit part of the Pauli Hamiltonian. In ordinary units its prefactor is \(\hbar/(4m^2c^2)\). The other terms of the same order in \(1/c\), the mass-velocity and Darwin terms, are left out here; the part of them that depends on \(\mathbf k\) is sized in the second half.

The order of \(\nabla V\) and \(\mathbf p\) needs a word, because they don't commute. In components the spin-orbit term is \(\kappa\,\varepsilon_{ijl}\,\sigma_i\,(\partial_jV)\,p_l\), summed over repeated indices. Moving \(p_l\) to the left of \(\partial_jV\) produces an extra term proportional to \(\varepsilon_{ijl}\,\partial_l\partial_jV\). The second derivative is symmetric in \(j,l\) and \(\varepsilon_{ijl}\) is antisymmetric, so this extra term is zero. The two orders are equal, and the term is Hermitian.

The cyclic property \(\varepsilon_{ijl}=\varepsilon_{lij}\) now allows the factor \(\mathbf p\) to be isolated without changing its place on the right:

\[
\varepsilon_{ijl}\,\sigma_i(\partial_jV)p_l
=\big[\varepsilon_{lij}\,\sigma_i\,\partial_jV\big]p_l
\quad\Longrightarrow\quad
\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
=(\boldsymbol\sigma\times\nabla V)\cdot\mathbf p .
\tag{3}
\]

### Removing the Bloch phase

Lattice translations leave the spin alone and commute with \(H\). Its eigenfunctions can therefore be written as

\[
\psi_{\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}\,u_{\mathbf k}(\mathbf r),
\tag{4}
\]

where \(u_{\mathbf k}\) is a two-component spinor with the period of the lattice. The product rule gives

\[
\mathbf p\,\big(e^{i\mathbf k\cdot\mathbf r}u\big)
=-i\big(i\mathbf k\,e^{i\mathbf k\cdot\mathbf r}u+e^{i\mathbf k\cdot\mathbf r}\nabla u\big)
=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf k)u .
\tag{5}
\]

Each \(\mathbf p\) that acts on the phase is thus replaced by \(\mathbf p+\mathbf k\). Since \(\mathbf k\) is a constant vector and commutes with \(\mathbf p\), the kinetic energy becomes

\[
\frac{(\mathbf p+\mathbf k)^2}{2}
=\frac{p^2}{2}+\mathbf k\cdot\mathbf p+\frac{k^2}{2},
\tag{6}
\]

and the spin-orbit term, in the form (3), becomes

\[
\kappa(\boldsymbol\sigma\times\nabla V)\cdot(\mathbf p+\mathbf k)
=\kappa\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
+\kappa\,\mathbf k\cdot(\boldsymbol\sigma\times\nabla V).
\tag{7}
\]

The potential is a multiplication operator and isn't changed by the phase. Cancelling \(e^{i\mathbf k\cdot\mathbf r}\) from both sides of \(H\psi=E\psi\) and collecting the terms linear in \(\mathbf k\) from (6) and (7) gives \(H(\mathbf k)u_{\mathbf k}=E(\mathbf k)u_{\mathbf k}\) with

\[
H(\mathbf k)=\underbrace{\frac{p^2}{2}+V+\kappa\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}_{H(0)}
+\frac{k^2}{2}+\mathbf k\cdot\boldsymbol\pi,
\tag{8}
\]

\[
\boldsymbol\pi=\mathbf p+\kappa\,\boldsymbol\sigma\times\nabla V
=\mathbf p+\frac{1}{4c^2}\,\boldsymbol\sigma\times\nabla V .
\tag{9}
\]

No expansion in \(\mathbf k\) has been made. For the Hamiltonian (2), equation (8) holds at every \(\mathbf k\). Spin-orbit coupling enters it twice: once in \(H(0)\), independent of \(\mathbf k\), and once in \(\mathbf k\cdot\boldsymbol\pi\), linear in \(\mathbf k\). There is no spin-orbit term quadratic in \(\mathbf k\), because (2) is linear in \(\mathbf p\) there.

### The meaning of π

The velocity operator is \(i[H,\mathbf r]\). From \([p_l,r_j]=-i\delta_{lj}\) it follows that \([p^2,r_j]=-2ip_j\), so the kinetic energy contributes \(\tfrac{i}{2}(-2ip_j)=p_j\). The spin-orbit term contributes \(i\kappa(\boldsymbol\sigma\times\nabla V)_l(-i\delta_{lj})=\kappa(\boldsymbol\sigma\times\nabla V)_j\). The local potential commutes with \(\mathbf r\). Hence

\[
i[H,\mathbf r]=\boldsymbol\pi .
\tag{10}
\]

Thus \(\boldsymbol\pi\) is the velocity (in these units also mass times velocity) acting on the full function \(\psi\). Acting on the periodic part \(u\), the same operator is \(\boldsymbol\pi+\mathbf k\), by (5). The spin-dependent piece is an addition to the velocity at right angles to both the spin and the force.

The band slope confirms this reading. For a nondegenerate normalized \(u_{\mathbf k}\), differentiate \(E=\langle u|H(\mathbf k)|u\rangle\). The terms with derivatives of \(u\) add up to \(E\,\nabla_{\mathbf k}\langle u|u\rangle\), which is zero because the norm is fixed. What remains is

\[
\nabla_{\mathbf k}E=\langle u_{\mathbf k}|\,\mathbf k+\boldsymbol\pi\,|u_{\mathbf k}\rangle .
\tag{11}
\]

### The effective mass as a check on π

A level at the zone centre is at least doubly degenerate, because time reversal maps \(u\) into an orthogonal state of the same energy. Time reversal changes the signs of \(\mathbf p\) and \(\boldsymbol\sigma\), hence of \(\boldsymbol\pi\), and leaves \(H(0)\) alone. It therefore turns \(H(\mathbf k)\) into \(H(-\mathbf k)\).

Consider a level with this twofold degeneracy and no more. Within it, any Hermitian operator is a combination of the unit matrix and three pseudospin matrices \(s_x,s_y,s_z\), which are odd under time reversal. Terms even in \(\mathbf k\) must then be multiples of the unit matrix. Terms linear in \(\mathbf k\) have the form \(\sum_{ij} b_{ij}k_is_j\). In a zinc-blende crystal \(\mathbf s\) transforms as an axial vector. The twofold axes along \(x,y,z\) remove the terms with \(i\ne j\), and the threefold axes make the other three coefficients equal, which leaves \(b\,\mathbf k\cdot\mathbf s\). A mirror plane reverses the sign of this product of a polar and an axial vector, so \(b=0\).

For such a level \(n\), with \(\mathbf k\) along \(x\), second-order perturbation theory in \(k\pi_x\) gives

\[
E(k)=E_n+\frac{k^2}{2}+k^2\sum_{m}\frac{|\langle n|\pi_x|m\rangle|^2}{E_n-E_m}+\dots,
\tag{12}
\]

where \(m\) runs over the states outside the pair. Comparison with \(E_n+k^2/(2m^*)\) yields

\[
\frac{1}{m^*}=1+2\sum_m\frac{|\langle n|\pi_x|m\rangle|^2}{E_n-E_m}.
\tag{13}
\]

This formula was tested on a zinc-blende model with lattice constant 10.7 bohr and a smooth potential. In units of \(2\pi/a\) the reciprocal vectors are integer triples \((h,k,l)\) with squared length \(N\), and

\[
V_{hkl}=V^S_N\cos\frac{\pi(h+k+l)}{4}+iV^A_N\sin\frac{\pi(h+k+l)}{4}.
\]

The nonzero coefficients, in hartree, are \(V^S_3=-0.115\), \(V^S_8=0.005\), \(V^S_{11}=0.03\), \(V^A_3=0.035\), \(V^A_4=0.025\) and \(V^A_{11}=0.005\). Plane waves up to \(N=12\) were kept, and \(\kappa\) was replaced by 0.4 so that \(\boldsymbol\pi\) and \(\mathbf p\) differ visibly.

For the lowest band, direct diagonalization at \(k=0\) and \(k=\pm0.002\) a.u. gives \(1/m^*=0.689545\) from the second difference. Formula (13) gives 0.689546. With \(p_x\) in place of \(\pi_x\), and the same states and energies, it gives 0.703312. The difference of 0.014 is 2% of the inverse mass, and it measures the k-linear spin-orbit term in this exaggerated case. The six digits test the formula at a fixed cutoff. With plane waves up to \(N=36\) the two inverse masses move to 0.6862 and 0.6991, a difference of 1.9%.

### The k-independent term

The size of the spin-orbit part of \(H(0)\) is set close to the nuclei. There \(V\) is nearly spherical, with \(\nabla V=V'(r)\,\mathbf r/r\), and

\[
\nabla V\times\mathbf p=\frac{V'}{r}\,\mathbf r\times\mathbf p=\frac{V'}{r}\,\mathbf L .
\tag{14}
\]

Take three real p functions \(X=xg(r)\), \(Y=yg(r)\), \(Z=zg(r)\), normalized. The radial factor isn't changed by a rotation, so

\[
L_zY=-i(x\partial_y-y\partial_x)\,y\,g=-ix\,g=-iX .
\tag{15}
\]

The matrix element between \(X\) and \(Y\) is then

\[
\kappa\langle X|(\nabla V\times\mathbf p)_z|Y\rangle
=-i\kappa\Big\langle\frac{V'}{r}\Big\rangle\equiv-i\,\frac{\Delta}{3},
\qquad
\frac{\Delta}{3}=\kappa\Big\langle\frac{V'}{r}\Big\rangle .
\tag{16}
\]

In the p triplet the k-independent term is therefore \((\Delta/3)\,\mathbf L\cdot\boldsymbol\sigma\). The name \(\Delta\) is justified by the eigenvalues. With \(\mathbf S=\boldsymbol\sigma/2\) and \(\mathbf J=\mathbf L+\mathbf S\),

\[
\mathbf L\cdot\boldsymbol\sigma=J^2-L^2-S^2
=j(j+1)-2-\tfrac34=
\begin{cases}+1,& j=\tfrac32,\\ -2,& j=\tfrac12.\end{cases}
\tag{17}
\]

The levels lie at \(+\Delta/3\) and \(-2\Delta/3\), so \(\Delta\) is their separation. In a cubic crystal the triplet at the top of the valence band has the same matrix structure, and \(\Delta\) is the spin-orbit splitting of that band edge.

To see where \(\langle V'/r\rangle\) comes from, one needs an electron that reaches the nucleus. The smooth potential above has no such region, so a one-electron model atom is used:

\[
V=-\frac{(Z-1)\,\Omega(r)+1}{r},\qquad
\Omega=\frac{1}{h\,(e^{r/d}-1)+1},\qquad h=d\,(Z-1)^{0.4},
\tag{18}
\]

with \(d=0.8\) bohr and, in \(h\), the number \(d\) in bohr. For \(Z=32\), the mean nuclear charge of gallium and arsenic, the 4p state has \(\langle V'/r\rangle=358\) a.u. From (16),

\[
\Delta=\frac{3\times358.45}{4\times137.036^2}\ \text{hartree}=0.390\ \text{eV}.
\]

Ninety percent of the integral is collected within 0.0058 nm of the nucleus, about 1% of the lattice constant of 0.57 nm used later. The reason can be read from the integrand \(u_p^2V'/r\), where \(u_p=rR_p\) and \(R_p\) is the radial function. At the smallest radii \(R_p\propto r\), so \(u_p^2\propto r^4\) and the integrand rises in proportion to \(r\). Farther out, the average of \(u_p^2\) over an oscillation varies as the inverse of the local speed. In a bare potential \(-Z/r\) this is \(\sqrt r\), and the integrand would fall as \(r^{-5/2}\). In the model atom screening is already strong at the first node, at 0.22 bohr, and the fall is somewhat faster; 97% of the integral lies inside that node. The innermost lobe of the valence function thus supplies most of the splitting.

An s function has \(\mathbf L=0\), so the same term has no matrix element inside an s-like level. For such a band the comparison of the two spin-orbit terms has to be made in the energy, after coupling to the p states.

## II. The size of the k-linear term

### Symbols and results carried over

The symbols are those of the first half: \(V\) is the local periodic potential energy, \(\kappa=1/(4c^2)\), and atomic units are used. The periodic part of a Bloch function obeys (8), with \(\boldsymbol\pi=\mathbf p+\kappa\,\boldsymbol\sigma\times\nabla V\). The k-independent spin-orbit term acts in a p triplet as \((\Delta/3)\mathbf L\cdot\boldsymbol\sigma\), with \(\Delta/3=\kappa\langle V'/r\rangle\) in the atomic picture. The task is to size its companion,

\[
H_1=\kappa\,\mathbf k\cdot(\boldsymbol\sigma\times\nabla V).
\tag{19}
\]

Both terms carry the same factor \(\kappa\). The smallness of \(H_1\) relative to its companion therefore can't be due to the speed of light.

### An estimate that is too large

The force \(\nabla V\) connects s and p states. Write \(u_s=rR_s\) and \(u_p=rR_p\). The angular functions of s and \(p_z\) are \(1/\sqrt{4\pi}\) and \(\sqrt{3/4\pi}\cos\theta\), and \(\partial_zV=V'\cos\theta\). The average of \(\cos^2\theta\) over the sphere is \(1/3\), so

\[
\langle s|\partial_zV|p_z\rangle=\frac{1}{\sqrt3}\int_0^\infty u_su_p\,V'\,dr .
\tag{20}
\]

The comparison of \(H_1\) with the k-independent term is then governed by

\[
\rho=\frac{k\,|\langle s|\partial_zV|p_z\rangle|}{\langle V'/r\rangle},
\tag{21}
\]

in which \(\kappa\) has cancelled. Compared with (20), the denominator has an additional \(1/r\), which stands for the large momentum of the electron close to the nucleus.

If the signs of \(u_s\) and \(u_p\) are ignored, the integral (20) for the model atom with \(Z=32\) is 17.06 a.u. Dividing 358.45 by this gives an inner momentum of 21 a.u. At \(k=2\pi/a=11.02\) nm\(^{-1}\), or 0.583 a.u., the ratio is \(0.583/21=0.028\). This is the plausible argument from the opening in numbers: \(k\) is small beside the momentum near the nucleus. It gives the right conclusion, but the signs can't be ignored.

The Bloch equation gives a spin-orbit term linear in \(\mathbf k\), and an estimate that ignores the signs of the wave functions puts its ratio to the k-independent term at 0.028 for the model atom with \(Z=32\). What remains is to include those signs and to find the term's effect between degenerate states and on the energy of an s-like conduction band.
